# Zero-flux vacancy profile under combined Fickian and Soret transport: verification in Python

```python
# Result under test: vacancies with flux J = -D grad(n) - D S n grad(T),
# closed in by blocking walls, settle to n = C exp(-integral of S dT).
# For S = Qstar/(k T^2) this is n = C exp(Qstar/(k T)):
# S > 0 collects vacancies in the cold, S < 0 in the hot region.
# n: density, D: diffusivity, S: Soret coefficient, T: temperature,
# Qstar: heat of transport. Lengths in nm, energies in eV, times in s.
# A hop barrier is split into parts (start, saddle, end), each activated at
# the temperature of that place; then Qstar = start part - end part.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, jn_zeros

kB = const.k / const.e
radius, width = 30.0, 10.0
T_cold, T_rise = 400.0, 400.0
hop_length, attempt = 0.3, 1.0e13
split_plus = (0.5, 0.3, 0.2)
split_minus = (0.2, 0.3, 0.5)
barrier = sum(split_plus)
Q_plus = split_plus[0] - split_plus[2]
Q_minus = split_minus[0] - split_minus[2]


def temperature(r):
    return T_cold + T_rise * np.exp(-(r / width) ** 2)


def temperature_slope(r):
    return -2 * r / width**2 * T_rise * np.exp(-(r / width) ** 2)


def hop_rate(T_start, T_saddle, T_end, split):
    exponent = split[0] / T_start + split[1] / T_saddle + split[2] / T_end
    return attempt * np.exp(-exponent / kB)


def diffusivity(T):
    return hop_length**2 * attempt * np.exp(-barrier / (kB * T))


def ring_generator(T_function, split, count):
    """Rate matrix for densities on concentric rings with a blocking rim."""
    step = radius / count
    r = (np.arange(count) + 0.5) * step
    T = T_function(r)
    M = np.zeros((count, count))
    for i in range(count - 1):
        face = (i + 1) * step
        T_face = T_function(face)
        out = hop_rate(T[i], T_face, T[i + 1], split)
        back = hop_rate(T[i + 1], T_face, T[i], split)
        M[i, i] -= face / r[i] * out
        M[i, i + 1] += face / r[i] * back
        M[i + 1, i] += face / r[i + 1] * out
        M[i + 1, i + 1] -= face / r[i + 1] * back
    return r, M


def stationary(M, weight):
    """Stationary density with weighted mean 1, by linear algebra."""
    A = M / np.abs(np.diag(M))[:, None]
    A[-1] = weight / weight.sum()
    rhs = np.zeros(len(A))
    rhs[-1] = 1.0
    return np.linalg.solve(A, rhs)


def slowest_time(M):
    off = np.sqrt(np.diag(M, 1) * np.diag(M, -1))
    values = eigh_tridiagonal(np.diag(M), off, eigvals_only=True)
    assert abs(values[-1]) < 1e-3 * abs(values[-2])
    return -1.0 / values[-2]


def normalised(shape, weight):
    return shape * weight.sum() / np.sum(shape * weight)


# Hop flux against the Fick-Soret flux: the gap must shrink as spacing squared.
x = np.linspace(2.0, 20.0, 50)


def trial_density(s):
    return 1 + 0.5 * np.sin(s / 4)


for split in (split_plus, split_minus, (1.0, 0.0, 0.0), (0.35, 0.3, 0.35)):
    gaps = []
    for a in (0.3, 0.15):
        Tl, Tm, Tr = (temperature(x + s * a / 2) for s in (-1, 0, 1))
        hop = (trial_density(x - a / 2) * hop_rate(Tl, Tm, Tr, split)
               - trial_density(x + a / 2) * hop_rate(Tr, Tm, Tl, split)) / a
        soret = (split[0] - split[2]) / (kB * Tm**2)
        law = -attempt * np.exp(-barrier / (kB * Tm)) * (
            np.cos(x / 4) / 8 + trial_density(x) * soret * temperature_slope(x))
        gaps.append(np.max(np.abs(hop - law)) / np.max(np.abs(law)))
    assert gaps[1] < 0.01 and 3.7 < gaps[0] / gaps[1] < 4.3

# Macroscopic equation by finite volumes, for constant and sign-changing S.
cells = 300
h = radius / cells
rc = (np.arange(cells) + 0.5) * h
T_peak, S_slope = 600.0, 1.0e-4
cases = [(lambda T: 0.01, lambda T: 0.01 * T),
         (lambda T: -0.01, lambda T: -0.01 * T),
         (lambda T: S_slope * (T - T_peak),
          lambda T: S_slope * (T - T_peak) ** 2 / 2)]
for S_function, S_integral in cases:
    M = np.zeros((cells, cells))
    for i in range(cells - 1):
        face = (i + 1) * h
        Tf = temperature(face)
        Df = np.exp(-0.3 / (kB * Tf))
        drift = -Df * S_function(Tf) * temperature_slope(face) / 2
        left, right = Df / h + drift, -Df / h + drift
        M[i, i] -= face * left / (rc[i] * h)
        M[i, i + 1] -= face * right / (rc[i] * h)
        M[i + 1, i] += face * left / (rc[i + 1] * h)
        M[i + 1, i + 1] += face * right / (rc[i + 1] * h)
    found = stationary(M, rc)
    expected = normalised(np.exp(-S_integral(temperature(rc))), rc)
    assert np.max(np.abs(found / expected - 1)) < 3e-3
assert abs(temperature(rc[np.argmax(found)]) - T_peak) < 5.0

# Any geometry: two unequal hot spots on a closed square network.
side = 16


def T_plane(px, py):
    return (500 + 200 * np.exp(-((px - 4) ** 2 + (py - 5) ** 2) / 12)
            + 120 * np.exp(-((px - 11) ** 2 + (py - 10) ** 2) / 8))


for split in ((1.0, 0.0, 0.0), split_minus):
    M = np.zeros((side**2, side**2))
    for i in range(side):
        for j in range(side):
            for di, dj in ((1, 0), (-1, 0), (0, 1), (0, -1)):
                p, q = i + di, j + dj
                if 0 <= p < side and 0 <= q < side:
                    rate = hop_rate(T_plane(i, j), T_plane(i + di / 2, j + dj / 2),
                                    T_plane(p, q), split)
                    M[p * side + q, i * side + j] += rate
                    M[i * side + j, i * side + j] -= rate
    gi, gj = np.meshgrid(np.arange(side), np.arange(side), indexing="ij")
    flat_T = T_plane(gi, gj).ravel()
    ones = np.ones(side**2)
    expected = normalised(np.exp((split[0] - split[2]) / (kB * flat_T)), ones)
    assert np.max(np.abs(stationary(M, ones) / expected - 1)) < 1e-6

# Worked example: area averages by Gauss quadrature in u = (r/width)^2.
nodes, weights = np.polynomial.legendre.leggauss(80)
u_max = (radius / width) ** 2
u = u_max * (nodes + 1) / 2
area_weight = weights / 2
T_u = T_cold + T_rise * np.exp(-u)


def boltz(Q, T):
    return np.exp(Q / kB * (1 / T - 1 / T_cold))


def profile(Q, r):
    return boltz(Q, temperature(r)) / np.sum(area_weight * boltz(Q, T_u))


count = round(radius / hop_length)
times = (1e-7, 1e-5, 1e-3, 1.0)
history, relax, share = {}, {}, {}
for Q, split in ((Q_plus, split_plus), (Q_minus, split_minus)):
    r, M = ring_generator(temperature, split, count)
    steady = stationary(M, r)
    assert np.max(np.abs(steady / profile(Q, r) - 1)) < 5e-3
    shape = normalised(boltz(Q, temperature(r)), r)
    assert np.max(np.abs(steady / shape - 1)) < 1e-4
    uniform = np.ones(count)
    relax[Q] = slowest_time(M)
    late = expm(M * 15 * relax[Q]) @ uniform
    assert np.max(np.abs(late / shape - 1)) < 1e-3
    history[Q] = [(expm(M * t) @ uniform)[0] for t in times]
    assert all((value - 1) * Q < 0 for value in history[Q])
    # First motion out of a uniform density, through one circle.
    m = 33
    face = m * hop_length
    gain = 2 * np.pi * hop_length * np.sum((r * (M @ uniform))[:m])
    Tf = temperature(face)
    law = (2 * np.pi * face * diffusivity(Tf) * Q / (kB * Tf**2)
           * temperature_slope(face))
    assert abs(gain / law - 1) < 0.01 and gain * Q < 0
    share[Q] = quad(lambda s: 2 * s * profile(Q, s) / radius**2, 0, width)[0]
ratio = {Q: profile(Q, 0.0) / profile(Q, radius) for Q in (Q_plus, Q_minus)}
assert ratio[Q_plus] < 1 < ratio[Q_minus]

# Site exclusion: c/(1-c) follows the dilute law; bond currents must cancel.
site_density, mean_fraction = 5.0e22, 2.0e-3
mean_density = site_density * mean_fraction
T_r = temperature(r)
odds = 0.05 * boltz(Q_minus, T_r)
c = odds / (1 + odds)
T_mid = temperature((r[:-1] + r[1:]) / 2)
forward = c[:-1] * (1 - c[1:]) * hop_rate(T_r[:-1], T_mid, T_r[1:], split_minus)
reverse = c[1:] * (1 - c[:-1]) * hop_rate(T_r[1:], T_mid, T_r[:-1], split_minus)
assert np.max(np.abs(forward / reverse - 1)) < 1e-10


def mean_gap(log_scale):
    filled = np.exp(log_scale) * boltz(Q_minus, T_u)
    return np.sum(area_weight * filled / (1 + filled)) - mean_fraction


scale = np.exp(brentq(mean_gap, -20, 0, xtol=1e-12))
core_odds = scale * boltz(Q_minus, temperature(0.0))
core_exclusion = core_odds / (1 + core_odds)
core_dilute = mean_fraction * profile(Q_minus, 0.0)

# Axial cooling: hot spot fades as a half sine towards both electrodes.
axial = np.sin(np.pi * (nodes + 1) / 2)
T_3d = T_cold + T_rise * np.exp(-u)[:, None] * axial[None, :]
mean_3d = area_weight @ boltz(Q_minus, T_3d) @ area_weight
core_3d = boltz(Q_minus, temperature(0.0)) / mean_3d

# Ionised vacancies: solve both zero-flux conditions for slope and field.
z, S, Se, slope, field, Tx = sp.symbols("z S Se slope field Tx")
answer = sp.solve([slope + S * Tx - z * field, slope + Se * Tx + field],
                  [slope, field], dict=True)[0]
assert sp.simplify(answer[slope] + (S + z * Se) * Tx / (1 + z)) == 0
charge = 2
ionised_ratio = ratio[Q_minus] ** (1 / (1 + charge))
# An electron Soret coefficient of size 1/(2T) changes the ratio by this factor.
electron_factor = np.exp(charge / (1 + charge)
                         * quad(lambda T: 1 / (2 * T), T_cold, T_cold + T_rise)[0])
T_ref, permittivity = 600.0, 20.0
debye = np.sqrt(permittivity * const.epsilon_0 * const.k * T_ref
                / (charge**2 * const.e**2 * mean_density * 1e6)) * 1e9
band_density = 2 * (const.m_e * const.k * T_ref
                    / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-6
filling = charge * mean_density / band_density


def fermi_filling(eta):
    return 4 / np.sqrt(np.pi) * quad(lambda y: y**2 * expit(eta - y**2), 0, 9)[0]


eta = brentq(lambda e: fermi_filling(e) - filling, -8, 15)
d_eta = 1e-3
stiffness = filling * 2 * d_eta / (fermi_filling(eta + d_eta)
                                   - fermi_filling(eta - d_eta))
assert stiffness > 1

# Field that would match the strongest Soret drive; 1 V/nm = 10 MV/cm.
r_fine = np.linspace(0, radius, 3001)
drive = abs(Q_minus * temperature_slope(r_fine)) / temperature(r_fine)
soret_field = 10 * drive.max() / charge
voltage, thickness = 1.0, 10.0
applied_field = 10 * voltage / thickness

# Loss of the profile once the cell is at a uniform temperature of use.
T_use = 358.15
_, M_use = ring_generator(lambda s: T_use + 0 * s, split_minus, count)
fade = radius**2 / (jn_zeros(1, 1)[0] ** 2 * diffusivity(T_use))
assert abs(slowest_time(M_use) / fade - 1) < 0.01

print(f"disc radius {radius:.0f} nm, hot-spot width {width:.0f} nm")
print(f"core {temperature(0.0):.0f} K, surround {T_cold:.0f} K")
print(f"steepest gradient {np.abs(temperature_slope(r_fine)).max():.1f} K/nm")
print(f"barrier {barrier:.1f} eV, hop {hop_length} nm, attempts {attempt:.0e} 1/s")
print(f"barrier parts for Q*>0 (start, saddle, end): {split_plus} eV")
print(f"barrier parts for Q*<0 (start, saddle, end): {split_minus} eV")
print(f"heats of transport {Q_plus:+.1f} and {Q_minus:+.1f} eV")
print(f"S at {T_ref:.0f} K for Q*>0: {Q_plus / (kB * T_ref**2):+.5f} 1/K")
print(f"S at {T_ref:.0f} K for Q*<0: {Q_minus / (kB * T_ref**2):+.5f} 1/K")
print("steady density / mean density:")
for s in (0, 5, 10, 15, 20, 30):
    print(f" r={s:2d} nm T={temperature(s):.1f} K"
          f" Q*>0: {profile(Q_plus, s):.4f} Q*<0: {profile(Q_minus, s):.4f}")
print(f"core/rim density ratio, Q*>0: {ratio[Q_plus]:.5f}")
print(f"core/rim density ratio, Q*<0: {ratio[Q_minus]:.2f}")
print(f"share inside {width:.0f} nm, uniform: {(width / radius)**2:.4f}")
print(f"share inside {width:.0f} nm, Q*>0: {share[Q_plus]:.4f}")
print(f"share inside {width:.0f} nm, Q*<0: {share[Q_minus]:.4f}")
print(f"D at core {diffusivity(temperature(0.0)) * 1e-14:.2e} cm2/s")
print(f"D at surround {diffusivity(T_cold) * 1e-14:.2e} cm2/s")
print("innermost-ring density / mean after heating from uniform:")
for t, up, down in zip(times, history[Q_plus], history[Q_minus]):
    print(f" t={t:.0e} s Q*>0: {up:.4f} Q*<0: {down:.4f}")
print(f"slowest relaxation, Q*>0: {relax[Q_plus]:.1f} s")
print(f"slowest relaxation, Q*<0: {relax[Q_minus]:.1f} s")
print("neglected effects (Q*<0 unless stated):")
print(f"site density {site_density:.0e} cm-3, mean fraction {mean_fraction}")
print(f"mean vacancy density {mean_density:.1e} cm-3")
print(f"core site fraction, dilute law: {core_dilute:.5f}")
print(f"core site fraction, with exclusion: {core_exclusion:.5f}")
print(f"core enrichment, axially uniform T: {profile(Q_minus, 0.0):.2f}")
print(f"core enrichment, axial half-sine T: {core_3d:.2f}")
print(f"ionised vacancy charge +{charge} e")
print(f"core/rim ratio if ionised, S_e=0: {ionised_ratio:.2f}")
print(f"factor on it if |S_e|=1/(2T): {electron_factor:.2f} up or down")
print(f"relative permittivity {permittivity:.0f}")
print(f"Debye length at {T_ref:.0f} K: {debye:.2f} nm")
print(f"electrons / band density (free mass, {T_ref:.0f} K): {filling:.2f}")
print(f"degeneracy factor g: {stiffness:.2f}")
print(f"exponent divisor 1+z*g: {1 + charge * stiffness:.2f}")
print(f"field equal to peak Soret drive: {soret_field:.3f} MV/cm")
print(f"axial field, {voltage:.0f} V on {thickness:.0f} nm: {applied_field:.1f} MV/cm")
print(f"profile fade time at {T_use:.2f} K: {fade:.2e} s = {fade / 3600:.2f} h")
print("finished without a failed check")
```

Output:

```
disc radius 30 nm, hot-spot width 10 nm
core 800 K, surround 400 K
steepest gradient 34.3 K/nm
barrier 1.0 eV, hop 0.3 nm, attempts 1e+13 1/s
barrier parts for Q*>0 (start, saddle, end): (0.5, 0.3, 0.2) eV
barrier parts for Q*<0 (start, saddle, end): (0.2, 0.3, 0.5) eV
heats of transport +0.3 and -0.3 eV
S at 600 K for Q*>0: +0.00967 1/K
S at 600 K for Q*<0: -0.00967 1/K
steady density / mean density:
 r= 0 nm T=800.0 K Q*>0: 0.0182 Q*<0: 15.1214
 r= 5 nm T=711.5 K Q*>0: 0.0312 Q*<0: 8.8019
 r=10 nm T=547.2 K Q*>0: 0.1356 Q*<0: 2.0241
 r=15 nm T=442.2 K Q*>0: 0.6145 Q*<0: 0.4468
 r=20 nm T=407.3 K Q*>0: 1.2050 Q*<0: 0.2279
 r=30 nm T=400.0 K Q*>0: 1.4076 Q*<0: 0.1950
core/rim density ratio, Q*>0: 0.01290
core/rim density ratio, Q*<0: 77.53
share inside 10 nm, uniform: 0.1111
share inside 10 nm, Q*>0: 0.0068
share inside 10 nm, Q*<0: 0.6987
D at core 4.51e-09 cm2/s
D at surround 2.26e-15 cm2/s
innermost-ring density / mean after heating from uniform:
 t=1e-07 s Q*>0: 0.9962 Q*<0: 1.0039
 t=1e-05 s Q*>0: 0.8139 Q*<0: 1.2186
 t=1e-03 s Q*>0: 0.3374 Q*<0: 2.2716
 t=1e+00 s Q*>0: 0.0648 Q*<0: 5.0929
slowest relaxation, Q*>0: 76.6 s
slowest relaxation, Q*<0: 201.4 s
neglected effects (Q*<0 unless stated):
site density 5e+22 cm-3, mean fraction 0.002
mean vacancy density 1.0e+20 cm-3
core site fraction, dilute law: 0.03024
core site fraction, with exclusion: 0.02970
core enrichment, axially uniform T: 15.12
core enrichment, axial half-sine T: 25.07
ionised vacancy charge +2 e
core/rim ratio if ionised, S_e=0: 4.26
factor on it if |S_e|=1/(2T): 1.26 up or down
relative permittivity 20
Debye length at 600 K: 0.38 nm
electrons / band density (free mass, 600 K): 2.82
degeneracy factor g: 1.93
exponent divisor 1+z*g: 4.85
field equal to peak Soret drive: 0.083 MV/cm
axial field, 1 V on 10 nm: 1.0 MV/cm
profile fade time at 358.15 K: 8.03e+03 s = 2.23 h
finished without a failed check
```
